\section*{Ward–Takahashi Identities from Local Phase Changes in the QED Path Integral, part 1}

(Sections cited here and not found follow in the second part.)

\section{From a change of variables to the vertex identity}

An electron field changes its phase freely from point to point if the photon field compensates. This problem asks what remains when the electron phase is changed and the photon field is left alone. The action then changes, but the integral over all fields cannot, since the change only renames integration variables. The consequences are relations between correlation functions.

Units are $\hbar=c=1$ with Gaussian charge, so $e^2=\alpha_{\rm f}$, the fine-structure constant. The metric is $(+,-,-,-)$, and $\slashed a=\gamma^\mu a_\mu$. The Lagrangian density is
\begin{equation}
\mathcal L=\bar\psi(i\slashed\partial-m)\psi-e\,j^\mu A_\mu+\mathcal L_A[A],\qquad j^\mu=\bar\psi\gamma^\mu\psi .
\label{lag}
\end{equation}
The term $\mathcal L_A$ holds the Maxwell term, the gauge fixing and any regulator of the photon field. It is assumed to be translation invariant and to contain no electron field. The parameters $m$ and $e$ are the bare ones. Averages are
\begin{equation}
\langle O\rangle=\frac{1}{Z}\int\!\mathcal D\bar\psi\,\mathcal D\psi\,\mathcal DA\;e^{iI}\,O,\qquad I=\int\! d^4x\,\mathcal L ,
\end{equation}
with $Z$ the same integral for $O=1$. Such an average is a vacuum expectation value of the time-ordered product, written $\langle T\dots\rangle$.

\subsection*{(a) The measure}

\textit{Let the fermion fields live on finitely many points $n$. How does the measure respond to $\psi_n\to e^{i\alpha_n}\psi_n$, $\bar\psi_n\to\bar\psi_n e^{-i\alpha_n}$? How does it respond if $\psi$ alone is changed?}

\textbf{Solution.} For one Grassmann variable $\eta$ the integral is defined by $\int d\eta\,1=0$ and $\int d\eta\,\eta=1$. Let $\eta'=c\,\eta$ with a number $c\neq0$. The rule must hold for $\eta'$ too, so
\begin{equation}
1=\int d\eta'\,\eta'=c\int d\eta'\,\eta\quad\Rightarrow\quad d\eta'=c^{-1}d\eta .
\end{equation}
The factor is the inverse of the one for an ordinary variable. Each point carries four components of $\psi_n$, with $c=e^{i\alpha_n}$, and four of $\bar\psi_n$, with $c=e^{-i\alpha_n}$. Hence
\begin{equation}
\prod_n d\bar\psi_n'\,d\psi_n'=\prod_n e^{+4i\alpha_n}e^{-4i\alpha_n}\,d\bar\psi_n\,d\psi_n=\prod_n d\bar\psi_n\,d\psi_n .
\label{jac}
\end{equation}
The measure is invariant point by point, for arbitrary $\alpha_n$. If $\psi$ alone is changed, the factor $\exp(-4i\sum_n\alpha_n)$ is left over. The invariance therefore rests on the opposite phases of $\psi$ and $\bar\psi$.

In the continuum the product over points is infinite and needs a regulator. The assumption used below is that the regulator keeps the property \eqref{jac}, as a lattice does.

\subsection*{(b) The general identity}

\textit{Let $O$ be any product of fields. Change the electron variables by an infinitesimal phase $\alpha(x)$ that vanishes outside a bounded region, keep $A$ fixed, and find the relation that follows.}

\textbf{Solution.} Call the changed fields $\psi'=e^{i\alpha}\psi$ and $\bar\psi'=\bar\psi e^{-i\alpha}$. Renaming the integration variables changes nothing, and by \eqref{jac} the measure of the primed fields equals that of the unprimed ones:
\begin{equation}
\int\!\mathcal D\bar\psi\,\mathcal D\psi\,\mathcal DA\;e^{iI[\psi]}O[\psi]
=\int\!\mathcal D\bar\psi\,\mathcal D\psi\,\mathcal DA\;e^{iI[\psi']}O[\psi'] .
\end{equation}
The terms of first order in $\alpha$ on the right must vanish:
\begin{equation}
\langle\, i\,\delta I\;O+\delta O\,\rangle=0 .
\label{first}
\end{equation}

For $\delta I$, the mass term and $j^\mu A_\mu$ contain $\bar\psi$ and $\psi$ at one point, so their phases cancel. The term $\mathcal L_A$ is untouched. The derivative term gives
\begin{equation}
\bar\psi e^{-i\alpha}\,i\gamma^\mu\partial_\mu(e^{i\alpha}\psi)
=\bar\psi\, i\gamma^\mu\partial_\mu\psi+\bar\psi\, i\gamma^\mu(i\partial_\mu\alpha)\psi
=\bar\psi\, i\slashed\partial\psi-j^\mu\partial_\mu\alpha .
\end{equation}
An integration by parts, without surface term because $\alpha$ vanishes far away, yields
\begin{equation}
\delta I=-\int\! d^4x\,j^\mu\partial_\mu\alpha=\int\! d^4x\,\alpha(x)\,\partial_\mu j^\mu(x) .
\end{equation}
Since $\alpha(x)$ is arbitrary, its coefficient in \eqref{first} vanishes at each point:
\begin{equation}
i\,\partial_\mu\langle T\,j^\mu(x)\,O\rangle+\Big\langle T\,\frac{\delta O}{\delta\alpha(x)}\Big\rangle=0 .
\label{master}
\end{equation}
The derivative stands outside the average. It acts on the finished function of $x$, including the steps that time ordering produces.

Gauge fixing does not spoil this relation, because it depends on $A$ alone and $A$ was not changed. A gauge-fixing term or a regulator that contains electron fields adds its own variation, unless it is invariant under the phase change at fixed $A$.

\subsection*{(c) Contact terms}

\textit{Evaluate the identity for $O=\psi(y)\bar\psi(z)$, for several electron fields, and for photon fields. Confirm the signs with equal-time commutators.}

\textbf{Solution.} To first order
\begin{equation}
\delta[\psi(y)\bar\psi(z)]=i[\alpha(y)-\alpha(z)]\,\psi(y)\bar\psi(z),
\end{equation}
so $\delta O/\delta\alpha(x)=i[\delta^4(x-y)-\delta^4(x-z)]\,O$. Inserting this in \eqref{master} and dividing by $i$ gives
\begin{equation}
\partial_\mu\langle T j^\mu(x)\psi(y)\bar\psi(z)\rangle
=\big[\delta^4(x-z)-\delta^4(x-y)\big]\langle T\psi(y)\bar\psi(z)\rangle .
\label{wtpos}
\end{equation}
For more fields the first-order phases add. With $\psi(y_i)$ and $\bar\psi(z_i)$ in $O$,
\begin{equation}
\partial_\mu\langle T j^\mu(x)\,O\rangle=\Big[\sum_i\delta^4(x-z_i)-\sum_i\delta^4(x-y_i)\Big]\langle T\,O\rangle .
\label{wtn}
\end{equation}
Photon fields in $O$ do not vary and contribute no term. In particular
\begin{equation}
\partial_\mu\langle T j^\mu(x)A_\nu(y)\rangle=0 .
\label{ja}
\end{equation}

The signs can be checked with operators. The current operator is conserved, so $\partial_\mu$ gives a nonzero result only when $\partial_0$ acts on the steps of time ordering. For the field $\psi(y)$ this yields $\delta(x^0-y^0)[j^0(x),\psi(y)]$. With $j^0=\psi^\dagger\psi$ and $\{\psi_a(\mathbf x),\psi_b^\dagger(\mathbf y)\}=\delta_{ab}\,\delta^3(\mathbf x-\mathbf y)$,
\begin{align}
[\psi_a^\dagger\psi_a(\mathbf x),\psi_b(\mathbf y)]
&=\psi_a^\dagger\{\psi_a,\psi_b\}-\{\psi_a^\dagger,\psi_b\}\psi_a
=-\delta^3(\mathbf x-\mathbf y)\,\psi_b(\mathbf y),\\
[\psi_a^\dagger\psi_a(\mathbf x),\psi_b^\dagger(\mathbf z)]
&=\psi_a^\dagger\{\psi_a,\psi_b^\dagger\}-\{\psi_a^\dagger,\psi_b^\dagger\}\psi_a
=+\delta^3(\mathbf x-\mathbf z)\,\psi_b^\dagger(\mathbf z).
\end{align}
These are the two signs in \eqref{wtpos}. The contact terms say that $\bar\psi(z)$ creates one unit of charge and $\psi(y)$ removes it. Between these events the current is conserved.

\subsection*{(d) A ring where every integral is finite}

\textit{Take a Euclidean ring of three sites with one pair $\psi_x,\bar\psi_x$ per site, link factors $U_x=e^{i\theta_x}$, weight $e^{-S_{\rm E}}$ and}
\begin{equation}
S_{\rm E}=\sum_x\big(M\bar\psi_x\psi_x+K_x\big),\quad
K_x=\tfrac12\big(\bar\psi_xU_x\psi_{x+1}-\bar\psi_{x+1}U_x^*\psi_x\big).
\end{equation}
\textit{The phases $\theta_x$ are then averaged. Find the conserved current and its contact terms, including those for a second current, and compare with numbers.}

\textbf{Solution.} Under the phase change the first product in $K_x$ acquires $e^{i(\alpha_{x+1}-\alpha_x)}$ and the second the conjugate factor. Define
\begin{equation}
J_x=\tfrac12\big(\bar\psi_xU_x\psi_{x+1}+\bar\psi_{x+1}U_x^*\psi_x\big).
\end{equation}
To first order
\begin{equation}
\delta K_x=i(\alpha_{x+1}-\alpha_x)J_x,\qquad \delta J_x=i(\alpha_{x+1}-\alpha_x)K_x .
\label{dJ}
\end{equation}
The mass term is invariant. Relabelling the sum so that each $\alpha_x$ appears once,
\begin{equation}
\delta S_{\rm E}=i\sum_x(\alpha_{x+1}-\alpha_x)J_x=-i\sum_x\alpha_x(J_x-J_{x-1}).
\end{equation}
The weight contributes $-\delta S_{\rm E}$, so invariance of the integral means
\begin{equation}
i\langle(J_x-J_{x-1})O\rangle+\langle\partial O/\partial\alpha_x\rangle=0 .
\end{equation}
For $O=\psi_y\bar\psi_z$ this becomes
\begin{equation}
\langle(J_x-J_{x-1})\psi_y\bar\psi_z\rangle=(\delta_{xz}-\delta_{xy})\langle\psi_y\bar\psi_z\rangle .
\end{equation}
For $O=J_l$, \eqref{dJ} gives $\partial J_l/\partial\alpha_x=i(\delta_{x,l+1}-\delta_{xl})K_l$ and hence
\begin{equation}
\langle(J_x-J_{x-1})J_l\rangle=(\delta_{xl}-\delta_{x,l+1})\langle K_l\rangle .
\label{jj}
\end{equation}
The formal current $\bar\psi\gamma^\mu\psi$ has both fields at one point and does not vary. The lattice current joins two sites and does, so a second current brings a contact term of its own.

The numbers use $M=1$ and independent Gaussian weights for the $\theta_x$ of root-mean-square width $0.8$, averaged with a five-point Gauss--Hermite rule on each link. The identities hold for every fixed set of phases, so the coarseness of the rule does not affect them; it limits only the accuracy of the averages themselves. The Grassmann integrals are expanded explicitly. The propagator element is $\langle\psi_0\bar\psi_1\rangle=-0.13214$. The contact terms predict $+0.13214$, $-0.13214$ and $0$ for the divergence at $x=0,1,2$, and the computed divergences have these values.

For $O=\psi_0\psi_1\bar\psi_1\bar\psi_2$ the average is $0.20747$. At $x=1$ one $\psi$ and one $\bar\psi$ cancel, so the divergence should be $-0.20747$, $0$, $+0.20747$, as found. Subtracting the products of two-field averages from $0.20747$ leaves $0.02293$. This is not zero, so after the link average the four-field average no longer factorizes into two-field averages, and the identity holds beyond such products. The remainder does not by itself signal a force between electrons. This average is not invariant under local phase changes, and Gaussian links of the same width with $\theta_0+\theta_1+\theta_2=0$, which a phase change removes, also leave a remainder, $-0.00406$.

With the photon quantity $\theta_0^2$ inserted, $\langle J_x\theta_0^2\rangle=-0.0126$ on all three links: the current has no divergence. With $J_0$ inserted the divergence at $x=0$ is $-0.28571$, equal to $\langle K_0\rangle$ as \eqref{jj} requires.

\subsection*{(e) The identity for the vertex}

\textit{Let $iS(p)$ be the Fourier transform of $\langle T\psi(y)\bar\psi(0)\rangle$. Let $\Gamma^\mu(p+q,p)=\gamma^\mu+\dots$ be the vertex with its electron propagators removed, restricted to diagrams in which cutting one photon line cannot separate the current from the electron line. Turn \eqref{wtpos} into a relation between $\Gamma^\mu$ and $S$.}

\textbf{Solution.} Write $p'=p+q$, set $z=0$ by translation invariance, and define $\Gamma^\mu_{\rm full}$ by
\begin{equation}
\int\! d^4x\,d^4y\;e^{-iq\cdot x+ip'\cdot y}\langle T j^\mu(x)\psi(y)\bar\psi(0)\rangle
=iS(p')\,\Gamma^\mu_{\rm full}(p',p)\,iS(p).
\label{gfull}
\end{equation}
Momentum $q$ enters at the current, $p$ enters at $\bar\psi$, and $p'$ leaves at $\psi$. The disconnected product $\langle j^\mu\rangle\langle\psi\bar\psi\rangle$ contributes only at $q=0$ and is dropped by taking $q\neq0$. For free electrons the integrand is $iS_0(y-x)\gamma^\mu iS_0(x)$, which confirms the normalization $\Gamma^\mu=\gamma^\mu$ at lowest order.

Now transform \eqref{wtpos}. On the left, moving $\partial_\mu$ onto $e^{-iq\cdot x}$ costs a sign and yields $-(-iq_\mu)=iq_\mu$. On the right, $\delta^4(x)$ leaves $e^{ip'\cdot y}$ and gives $iS(p')$. The term $-\delta^4(x-y)$ leaves $e^{i(p'-q)\cdot y}=e^{ip\cdot y}$ and gives $-iS(p)$. Therefore
\begin{equation}
iq_\mu\; iS(p')\Gamma^\mu_{\rm full}\,iS(p)=iS(p')-iS(p).
\end{equation}
The factors on the left multiply to $i^3=-i$. Division by $-i$ gives
\begin{equation}
S(p')\;q_\mu\Gamma^\mu_{\rm full}\;S(p)=S(p)-S(p').
\end{equation}
Multiplying by $S^{-1}(p')$ from the left and $S^{-1}(p)$ from the right,
\begin{equation}
q_\mu\Gamma^\mu_{\rm full}(p',p)=S^{-1}(p')-S^{-1}(p).
\label{full}
\end{equation}

It remains to remove the diagrams in which the current first turns into a photon. In each of them, cut the separating photon line nearest to the electron line. What lies on the electron side sums to $-ie\Gamma^\nu$. What lies on the other side, including the cut line, sums to the transform $C^\mu{}_\nu(q)$ of $\langle T j^\mu A_\nu\rangle$. Thus
\begin{equation}
\Gamma^\mu_{\rm full}=\Gamma^\mu-ie\,C^\mu{}_\nu(q)\,\Gamma^\nu,\qquad q_\mu C^\mu{}_\nu(q)=0,
\end{equation}
where the second equation is the transform of \eqref{ja}. The extra term drops out of $q_\mu\Gamma^\mu_{\rm full}$, and
\begin{equation}
q_\mu\Gamma^\mu(p+q,p)=S^{-1}(p+q)-S^{-1}(p).
\label{wti}
\end{equation}

No mass-shell condition was used. At lowest order \eqref{wti} reads $\slashed q=(\slashed p+\slashed q-m)-(\slashed p-m)$. At a given $q\neq0$ the identity fixes only the contraction $q_\mu\Gamma^\mu$. A term proportional to $[\gamma^\mu,\gamma^\nu]q_\nu$, such as an anomalous magnetic moment produces, vanishes on contraction with $q_\mu$ by antisymmetry and is left free.

\section{Renormalization constants and a one-loop calculation}

The symbols carried over are these. The electron propagator is $iS(p)$, with $S^{-1}(p)=\slashed p-m-\Sigma(p)$, which defines the self-energy $\Sigma$. The vertex $\Gamma^\mu(p',p)=\gamma^\mu+\Lambda^\mu(p',p)$ has momentum $q=p'-p$ entering at the current. The coupling is $-ie\gamma^\mu$ with $e^2=\alpha_{\rm f}$, in units $\hbar=c=1$. Invariance of the fermion measure under local phase changes led to
\begin{equation}
q_\mu\Gamma^\mu(p',p)=S^{-1}(p')-S^{-1}(p),
\label{w2}
\end{equation}
provided that gauge fixing involves the photon field alone and that closed electron loops are regulated in a way that respects local phase changes.

Invariance of the fermion measure under local phase changes has given the relation \eqref{w2} between the vertex and the electron propagator, with no mass-shell condition. It remains to find what it implies at zero momentum transfer and for the renormalization constants, and to verify it in a one-loop calculation with numbers.
